# Inverting the finite-element PAW overlap, and the cost of Chebyshev filtering, part 1

(Sections cited here and not found follow in the second part.)

## First half: the overlap matrix and its inverse

### The decision

A large projector augmented-wave (PAW) calculation on finite elements needs many occupied states of a generalized eigenproblem $Hu=\varepsilon Su$. Chebyshev filtering finds them by applying a polynomial in $S^{-1}H$ to a block of trial vectors. Before choosing this method one must decide how to apply $S^{-1}$ in every step: by an inner iterative solution, or by an explicit formula cheap enough to use thousands of times. With a diagonal mass matrix the explicit formula exists, and its large operations are products with the projectors. Whether its small remaining matrix can be treated atom by atom depends on how the projectors are integrated, so that choice belongs to the same decision.

Hartree atomic units are used. The cell is periodic and the mesh is conforming: neighbouring cells share all nodes on their common face.

### The PAW overlap

PAW represents a state $\psi$ by a smoother one, $\tilde\psi$. Inside the augmentation sphere of atom $a$, partial waves $\phi_i$ have smooth partners $\tilde\phi_i$, and projectors $p_i$ supply the coefficients $c_i=\langle p_i|\tilde\psi\rangle$. If the expansion is complete in the sphere, then there $\tilde\psi=\sum_i\tilde\phi_ic_i$ and $\psi=\sum_i\phi_ic_i$. Let the norm of a function mean the integral of its squared magnitude. The norm of $\psi$ in the sphere exceeds that of $\tilde\psi$ by

$$
\sum_{ij}c_i^*\Delta^a_{ij}c_j,\qquad
\Delta^a_{ij}=\langle\phi_i|\phi_j\rangle-\langle\tilde\phi_i|\tilde\phi_j\rangle ,
$$

with the integrals taken over the sphere. Outside the spheres the two states agree. The norm of $\psi$ is therefore $\langle\tilde\psi|\hat S|\tilde\psi\rangle$ with

$$
\hat S=1+\sum_a\sum_{ij}|p_i\rangle\Delta^a_{ij}\langle p_j| .
$$

For an incomplete expansion this expression is taken as the definition of the overlap. The matrix $\Delta^a$ is Hermitian. It may have negative eigenvalues, and it may be singular.

Now write $\tilde\psi=\sum_Iu_IN_I$ with real basis functions $N_I$, and define

$$
P_{Ii}=\int N_I(\mathbf r)\,p_i(\mathbf r)\,d^3r .
$$

Then $\langle N_I|p_i\rangle=P_{Ii}$ and $\langle p_j|\tilde\psi\rangle=\sum_JP_{Jj}^*u_J=(P^\dagger u)_j$. Taking matrix elements of $\hat S$ gives

$$
S=M+P\Delta P^\dagger ,
$$

where $M$ is the matrix of $\int N_IN_J$ and $\Delta$ collects the $\Delta^a$ as diagonal blocks. There are $N$ nodes and $n_P$ projectors, with $n_P\ll N$.

### Why the mass matrix is diagonal, and what that changes

On the reference interval $[-1,1]$ the $p+1$ Gauss-Lobatto nodes are $\pm1$ and the zeros of $L_p'$, where $L_p$ is the Legendre polynomial of degree $p$. The weights $w_j$ are the integrals of the Lagrange polynomials, so polynomials of degree up to $p$ are integrated exactly.

The rule is in fact exact to degree $2p-1$. Divide such a polynomial $f$ by the node polynomial, which has degree $p+1$:

$$
f=(1-x^2)L_p'\,q+r,\qquad \deg q\le p-2,\quad \deg r\le p .
$$

The first term vanishes at all nodes. Its integral also vanishes, because integration by parts gives

$$
\int_{-1}^1(1-x^2)q\,L_p'\,dx=-\int_{-1}^1L_p\,\big[(1-x^2)q\big]'dx=0 .
$$

The boundary term contains $1-x^2$, and the bracket differentiates to degree at most $p-1$, to which $L_p$ is orthogonal. The remainder $r$ is integrated exactly by construction.

Since $N_I$ is one at its own node and zero at the others, the nodal rule applied to $\int N_IN_J$ gives a diagonal matrix. The integrand has degree $2p$, one more than the rule can treat, so this $M$ is not the exact mass matrix. The difference can be found in closed form.

Expand a polynomial of degree $p$ as $u=\sum_{k=0}^pc_kL_k$. In $u^2$ every product $L_kL_l$ has degree at most $2p-1$, except $L_p^2$. The whole error therefore comes from the norm of $L_p$. To find its nodal value, consider

$$
g=L_p^2+\frac1{p^2}(1-x^2)(L_p')^2 .
$$

If $L_p$ has leading coefficient $\kappa$, the terms of degree $2p$ are $\kappa^2-\frac1{p^2}p^2\kappa^2=0$. So $g$ is integrated exactly. At the nodes $g=L_p^2$, because the second term vanishes there. Legendre's equation, $[(1-x^2)L_p']'=-p(p+1)L_p$, and integration by parts give

$$
\int_{-1}^1(1-x^2)(L_p')^2dx=p(p+1)\int_{-1}^1L_p^2dx=p(p+1)\frac{2}{2p+1}.
$$

Hence

$$
\sum_jw_jL_p(x_j)^2=\frac2{2p+1}\left(1+\frac{p+1}{p}\right)=\frac2p ,
$$

whereas the exact norm is $2/(2p+1)$.

Let $W=\mathrm{diag}(w_j)$, $l_j=L_p(x_j)$, and let $u$ also denote the vector of nodal values. Nodal orthogonality of $L_p$ to the lower $L_k$ gives $l^TWu=\frac2pc_p$, so $c_p=\frac p2\,l^TWu$. The error of the norm of $u$ is

$$
u^T(W-M_{\rm exact})u=c_p^2\left(\frac2p-\frac2{2p+1}\right)
=\frac{p^2}{4}\,\frac{2(p+1)}{p(2p+1)}\,(l^TWu)^2 .
$$

This holds for every $u$, and both sides are symmetric quadratic forms. Therefore

$$
W=M_{\rm exact}+\gamma\,(Wl)(Wl)^T,\qquad \gamma=\frac{p(p+1)}{2(2p+1)} .
$$

For each cell in one dimension the diagonal matrix differs from the exact one by a single positive rank-one term. The right-hand side is positive definite, so all $w_j$ are positive. In three dimensions the weights are products of these, multiplied by the cell volume factor and summed over the cells that share a node. Hence $M_I>0$.

The relation was tested for $p=1$ to 7. A further test concerns accuracy. For a particle in a one-dimensional cosine potential, the error of the lowest eigenvalue was compared on 10 and 20 cells. It fell with observed order 4.05 for $p=2$ and 6.00 for $p=3$, consistent with order $2p$. This is numerical evidence for a smooth potential, not a proof, and it says nothing about projectors that have few continuous derivatives.

### The inverse

To solve $Sx=y$, introduce the short vector $s=P^\dagger x$. The equation becomes

$$
Mx+P\Delta s=y\quad\Longrightarrow\quad x=M^{-1}(y-P\Delta s).
$$

Apply $P^\dagger$ and define the $n_P\times n_P$ matrix $B=P^\dagger M^{-1}P$:

$$
s=P^\dagger M^{-1}y-B\Delta s\quad\Longrightarrow\quad(1+B\Delta)s=P^\dagger M^{-1}y .
$$

Inserting $s$ into $x$ gives

$$
S^{-1}=M^{-1}-M^{-1}P\,\Delta(1+B\Delta)^{-1}P^\dagger M^{-1}.
$$

The inverse of $\Delta$ has not been used. The middle factor can be rearranged with the identity $\Delta(1+B\Delta)=(1+\Delta B)\Delta$. Multiply it by $G=(1+\Delta B)^{-1}$ from the left and by $(1+B\Delta)^{-1}$ from the right. The result is $G\Delta=\Delta(1+B\Delta)^{-1}$, and so

$$
\boxed{S^{-1}=M^{-1}-M^{-1}P\,G\Delta\,P^\dagger M^{-1}}
$$

The small inverse exists exactly when $S^{-1}$ does. Suppose first that $S$ is invertible and $(1+B\Delta)v=0$. Put $x=M^{-1}P\Delta v$. Then

$$
Sx=P\Delta v+P\Delta B\Delta v=P\Delta(1+B\Delta)v=0 ,
$$

so $x=0$. It follows that $B\Delta v=P^\dagger x=0$, and then $v=-B\Delta v=0$. Conversely, let $1+B\Delta$ be invertible and $Sx=0$. The equation for $s$ with $y=0$ gives $s=0$, hence $Mx=0$ and $x=0$. Finally, $1+\Delta B$ is the adjoint of $1+B\Delta$ and is invertible together with it.

For a single projector column $P$, with numbers $\Delta$ and $b=P^\dagger M^{-1}P$, the middle factor is $\Delta/(1+b\Delta)$. For small $b\Delta$ this is just $\Delta$, the first-order correction. For $\Delta=0$, when smooth and full partial waves have equal norms, $S^{-1}=M^{-1}$. At $b\Delta=-1$ the formula diverges, because the smooth function $M^{-1}P$ then has zero PAW norm.

### Positivity

An overlap must be positive definite, since $u^\dagger Su$ is a norm. Let $M^{-1}Sx=\lambda x$ with $\lambda\ne1$. Then

$$
(\lambda-1)x=M^{-1}P\Delta P^\dagger x .
$$

The vector $s=P^\dagger x$ cannot vanish, since otherwise $x$ would vanish. Applying $P^\dagger$ gives $B\Delta s=(\lambda-1)s$. In the other direction, if $B\Delta s=\mu s$ with $\mu\neq0$, then $x=M^{-1}P\Delta s$ obeys $P^\dagger x=\mu s\ne0$ and $M^{-1}Sx=(1+\mu)x$.

So the eigenvalues of $M^{-1}S$ are $1+\mu$, with $\mu$ the nonzero eigenvalues of $B\Delta$, and otherwise 1. They are real because $M^{-1}S$ is similar to the Hermitian matrix $M^{-1/2}SM^{-1/2}$. The eigenvalues of $\Delta B$ are the same numbers, as $\Delta B$ is the adjoint of $B\Delta$. Therefore

$$
S>0\quad\Longleftrightarrow\quad\text{all eigenvalues }\mu\text{ of }\Delta B\text{ exceed }-1 .
$$

This check involves just the small matrix. If $\Delta$ is multiplied by $t>0$, every $\mu$ is multiplied by $t$. With $\mu_{\min}<0$, positivity is lost at $t^*=-1/\mu_{\min}$.

### When the inverse separates into atoms

$\Delta$ is diagonal in the atoms, but $G$ is so in general only if $B$ is. Its elements are

$$
B_{ij}=\sum_I\frac{P_{Ii}^*P_{Ij}}{M_I}.
$$

Suppose the projector integrals use the same nodal rule as the mass matrix. Then $P_{Ii}=M_Ip_i(\mathbf r_I)$ and

$$
B_{ij}=\sum_IM_I\,p_i^*(\mathbf r_I)\,p_j(\mathbf r_I).
$$

Projectors in disjoint spheres are never both nonzero at a node, so interatomic blocks vanish. The price is that a projector is seen merely at the nodes inside its sphere, which may be few.

With finer quadrature, $P_{Ii}$ can be nonzero at every node of every cell that the sphere enters. Two disjoint spheres then share nodes if they enter a common cell, or cells that touch. Non-overlapping spheres are therefore not sufficient for an atom-by-atom inverse. The boxed formula remains valid for either choice of $P$, provided the full $B$ is used.

### A model with two atoms

The model has round parameters and represents no particular element. A periodic cube of side 9 bohr is divided into $3\times3\times3$ cells with $p=4$. Each direction has $3\times4=12$ distinct nodes, so $N=12^3=1728$. Two atoms at $(2.9,4.5,4.5)$ and $(6.1,4.5,4.5)$ bohr have augmentation radii $r_c=1.5$ bohr. Their distance, 3.2 bohr, exceeds $2r_c=3.0$ bohr.

With $r$ measured from the atom, the projectors are $(1-r^2/r_c^2)^3$ times $1$, $r^2/r_c^2$, $x$, $y$ and $z$, each normalized and zero outside the sphere. Thus $n_P=10$. In the two $s$ channels and the three $p$ channels

$$
\Delta_s=\begin{pmatrix}-0.4&0.1\\0.1&0.2\end{pmatrix},\qquad \Delta_p=0.2 .
$$

The boxed inverse agrees with dense inversion to rounding. It also passes the test with the $p$ channels of $\Delta$ set to zero, when $\Delta$ has rank 4 instead of 10.

The eigenvalues of $\Delta B$ run from $-0.1226$ to $0.1525$, so $S$ is positive definite. The condition number of $M^{-1/2}SM^{-1/2}$ is $1.1525/0.8774\approx1.31$. Positivity should fail at $t^*=1/0.1226\approx8.16$. Factorizations of the full matrix just below and just above this scale confirm it.

With accurate projector integrals the largest interatomic element of $B$ is $6.0\times10^{-3}$; with nodal integrals it is zero. Both spheres enter the middle cell, which spans 3 to 6 bohr in each direction. Halving the cell side reduces the element to $2.9\times10^{-4}$. If the interatomic blocks are dropped on the original mesh, the approximate inverse $X$ leaves a residual $\|SXP-P\|/\|P\|=4.6\times10^{-4}$ in the Frobenius norm.

## Second half: the filter step and its cost

### Symbols and results carried over

The overlap is $S=M+P\Delta P^\dagger$. Here $M$ is the positive diagonal Gauss-Lobatto mass matrix for $N$ nodes, $P$ holds the integrals of basis functions times the $n_P$ projectors, and $\Delta$ is Hermitian and diagonal in the atoms. With

$$
B=P^\dagger M^{-1}P,\qquad G=(1+\Delta B)^{-1},
$$

the inverse is $S^{-1}=M^{-1}-M^{-1}PG\Delta P^\dagger M^{-1}$. It is assumed below that $S$ is positive definite, which means that the eigenvalues of $\Delta B$ exceed $-1$. Interatomic blocks of $B$ vanish for disjoint spheres with nodal projector integrals, but not in general with accurate ones. The two-atom model has polynomial degree $p=4$, $N=1728$ and $n_P=10$.

### Hamiltonian and inverse in one operation

The PAW Hamiltonian has the same structure as the overlap:

$$
H=H_{\rm loc}+PDP^\dagger .
$$

$H_{\rm loc}$ contains the kinetic energy and the local potential of the smooth problem. $D$ is Hermitian, diagonal in the atoms, and holds the nonlocal energies. The same $P$ must be used in $H$ and $S$ for what follows.

Applying $H$ and then $S^{-1}$ takes four large products with projectors: $P^\dagger$ and $P$ for each. One of them can be saved. For a vector or block $Y$ define

$$
q=P^\dagger Y,\qquad Z=M^{-1}H_{\rm loc}Y .
$$

Then $M^{-1}HY=Z+M^{-1}PDq$, and its projection is

$$
P^\dagger M^{-1}HY=P^\dagger Z+BDq .
$$

Substituting both into the formula for $S^{-1}$ gives

$$
S^{-1}HY=Z+M^{-1}P\left[Dq-G\Delta P^\dagger Z-G\Delta BDq\right].
$$

The two terms with $q$ combine through

$$
1-G\Delta B=G(1+\Delta B)-G\Delta B=G .
$$

The result is

$$
\boxed{S^{-1}HY=Z+M^{-1}P\,G\left(DP^\dagger Y-\Delta P^\dagger Z\right)}
$$

Two projections and one expansion remain. The signs can be checked by choosing $H_{\rm loc}=\lambda M$ and $D=\lambda\Delta$, so that $H=\lambda S$. Then $Z=\lambda Y$, the parenthesis vanishes, and the result is $\lambda Y$, as it must be.

The parenthesis also has a direct meaning. It measures how far the nonlocal energy departs from the value needed to balance the nonlocal overlap, given the local action $Z$.

The diagonal mass matrix gives an explicit inverse of the PAW overlap, and $S^{-1}H$ can be applied with two projections and one expansion. It remains to build the Chebyshev filter from this operation, count its cost, and test its convergence on the two-atom model.
